# The Two-Electron Al–C–Al Bridge in the Nearest-Neighbour Orbital Model: a numerical check

```python
"""
Result under test: two opposite-spin, noninteracting electrons on an
Al-C-Al chain gain 2*sqrt(2)*|t| relative to two electrons on uncoupled sites.
The three orthonormal orbitals have equal site energy e and neighbour hopping t.
Further symbols: D = Al minus C site energy, tp = direct Al-Al hopping,
s = neighbour overlap, U = effective on-site repulsion, tt = terminal hopping.
All electronic energies are in eV. Material parameters are round, rough values.
"""
import numpy as np
from scipy.linalg import eigh
from scipy import constants as const


def chain(e_left, e_carbon, e_right, t_left, t_right, t_direct=0.0):
    return np.array([[e_left, t_left, t_direct],
                     [t_left, e_carbon, t_right],
                     [t_direct, t_right, e_right]], dtype=float)


def pair_energy(h, repulsion=0.0):
    """Lowest energy in the full two-electron spatial product space."""
    n = len(h)
    one = np.eye(n)
    h_pair = np.kron(h, one) + np.kron(one, h)
    for i in range(n):
        h_pair[i * n + i, i * n + i] += repulsion
    return np.linalg.eigvalsh(h_pair)[0]


def bond_energy(e_al, e_c, hopping):
    return pair_energy(np.array([[e_al, hopping], [hopping, e_c]]))


# Rough model parameters
t, tt = -4.0, -5.0
e_s, e_p, e_c = -10.75, -5.75, -13.0
tp, s, U = -1.0, 0.3, 5.0
temperature, pressure_torr = 900.0, 1.0
e_al = (e_s + 3 * e_p) / 4
e = (e_al + e_c) / 2
D = e_al - e_c

# Main result, including both signs of the hopping
for site in (-10.0, 0.0, 3.0):
    for hop in (-4.0, -0.7, 2.3):
        measured_gain = 2 * site - pair_energy(chain(site, site, site, hop, hop))
        assert abs(measured_gain - 2 * np.sqrt(2) * abs(hop)) < 1e-10
h = chain(e, e, e, t, t)
levels, orbitals = np.linalg.eigh(h)
gain = 2 * e - pair_energy(h)
assert np.allclose(levels, [e - np.sqrt(2) * abs(t), e,
                            e + np.sqrt(2) * abs(t)], atol=1e-10)
assert abs(orbitals[1, 1]) < 1e-10
gain_four = 4 * e - 2 * levels[:2].sum()
assert abs(gain_four - gain) < 1e-10

# Populations and bond order from derivatives of the two-electron energy
step = 1e-4
populations = []
for i in range(3):
    change = np.zeros((3, 3))
    change[i, i] = step
    populations.append((pair_energy(h + change) - pair_energy(h - change))
                       / (2 * step))
bond_order = (pair_energy(chain(e, e, e, t + step, t))
              - pair_energy(chain(e, e, e, t - step, t))) / (4 * step)
assert np.allclose(populations, [0.5, 1.0, 0.5], atol=1e-6)
assert abs(bond_order - 1 / np.sqrt(2)) < 1e-6
assert abs(2 * e + 4 * t * bond_order - pair_energy(h)) < 1e-5

# Unequal hoppings and the ordinary two-centre bond
for t1, t2 in ((-4.0, -2.0), (3.0, -1.0), (-5.0, 0.0)):
    unequal_gain = 2 * e - pair_energy(chain(e, e, e, t1, t2))
    assert abs(unequal_gain - 2 * np.hypot(t1, t2)) < 1e-10
terminal_gain = 2 * e - bond_energy(e, e, tt)
assert abs(terminal_gain - 2 * abs(tt)) < 1e-10
same_hop_extra = gain - (2 * e - bond_energy(e, e, t))
assert abs(same_hop_extra - 2 * (np.sqrt(2) - 1) * abs(t)) < 1e-10
bridge_extra = gain - terminal_gain
assert abs(bridge_extra - 2 * (np.sqrt(2) * abs(t) - abs(tt))) < 1e-10

# Unequal site energies, with two possible separated references
polar_energy = pair_energy(chain(e_al, e_c, e_al, t, t))
polar_gain_split = e_al + e_c - polar_energy
polar_gain_carbon = 2 * e_c - polar_energy
polar_root = np.sqrt(D**2 / 4 + 2 * t**2)
assert abs(polar_gain_split - 2 * polar_root) < 1e-10
assert abs(polar_gain_carbon - (2 * polar_root - D)) < 1e-10

# Direct Al-Al hopping, for both relative signs
direct_gains = []
for direct in (tp, -tp):
    value = 2 * e - pair_energy(chain(e, e, e, t, t, direct))
    assert abs(value + direct - np.sqrt(direct**2 + 8 * t**2)) < 1e-10
    direct_gains.append(value)

# Neighbour overlap; the coupling t is H12 - e*s
overlap = chain(1, 1, 1, s, s)
h_overlap = e * overlap + chain(0, 0, 0, t, t)
overlap_gain = 2 * (e - eigh(h_overlap, overlap, eigvals_only=True)[0])
assert abs(overlap_gain - 2 * np.sqrt(2) * abs(t)
           / (1 + np.sqrt(2) * s)) < 1e-10

# On-site repulsion: full diagonalization and first-order slope
repulsion_gain = 2 * e - pair_energy(h, U)
small_u = 1e-3
slope = (pair_energy(h, small_u) - pair_energy(h, -small_u)) / (2 * small_u)
assert abs(slope - 3 / 8) < 1e-6
first_order_gain = gain - slope * U
assert repulsion_gain >= first_order_gain - 1e-10

# Al hybrids and the cost of changing sp2 into sp3
sp3 = np.array([[1, 1, 1, 1], [1, 1, -1, -1],
                [1, -1, 1, -1], [1, -1, -1, 1]]) / 2
sp2 = np.array([[1 / np.sqrt(3), np.sqrt(2 / 3), 0],
                [1 / np.sqrt(3), -1 / np.sqrt(6), 1 / np.sqrt(2)],
                [1 / np.sqrt(3), -1 / np.sqrt(6), -1 / np.sqrt(2)]])
assert np.allclose(sp3 @ sp3.T, np.eye(4))
assert np.allclose(sp2 @ sp2.T, np.eye(3))
h_sp3 = sp3 @ np.diag([e_s, e_p, e_p, e_p]) @ sp3.T
h_sp2 = sp2 @ np.diag([e_s, e_p, e_p]) @ sp2.T
hybrid_cost = np.dot([1, 1, 0.5, 0.5], np.diag(h_sp3)) - np.trace(h_sp2)
assert abs(hybrid_cost - (e_p - e_s) / 4) < 1e-10
hybrid_coupling = h_sp3[2, 3]


def two_bridge_gain(v):
    """Gain per bridge for two bridges coupled through the two Al atoms."""
    ring = np.zeros((6, 6))
    for i, coupling in enumerate((t, v, t, t, v, t)):
        j = (i + 1) % 6
        ring[i, j] = ring[j, i] = coupling
    return -np.linalg.eigvalsh(ring)[:2].sum()


assert abs(two_bridge_gain(0) - gain) < 1e-10
small_v = 0.01
assert 0 < two_bridge_gain(small_v) - gain < small_v**2
coupled_gain = two_bridge_gain(hybrid_coupling)

# Dimer binding: equal-energy estimate and polar bond count
equal_binding = 2 * bridge_extra - 2 * hybrid_cost
e_sp2 = h_sp2[0, 0]
monomer_energy = 3 * bond_energy(e_sp2, e_c, tt)


def polar_binding(bridge_hopping):
    bridge = pair_energy(chain(e_al, e_c, e_al, bridge_hopping, bridge_hopping))
    dimer = 4 * bond_energy(e_al, e_c, tt) + 2 * bridge
    return 2 * monomer_energy - dimer


binding = polar_binding(t)
weaker_binding = polar_binding(t + 0.5)

# Translational free energy released when one dimer gives two monomers
kT_joule = const.k * temperature
kT = kT_joule / const.e
pressure = pressure_torr * const.torr
mass_u = 26.982 + 3 * (12.011 + 3 * 1.008)
mass = mass_u * const.atomic_mass


def thermal_length(m):
    return const.h / np.sqrt(2 * np.pi * m * kT_joule)


def state_density_from_box(m):
    length = 200 * thermal_length(m)
    n = np.arange(1, 2501)
    box_levels = const.h**2 * n**2 / (8 * m * length**2)
    # Adding one half removes the wall correction of the one-dimensional sum.
    return ((np.exp(-box_levels / kT_joule).sum() + 0.5) / length)**3


volume = kT_joule / pressure
translation = kT * (2 * np.log(volume / thermal_length(mass)**3)
                    - np.log(volume / thermal_length(2 * mass)**3))
box_translation = kT * (2 * np.log(volume * state_density_from_box(mass))
                        - np.log(volume * state_density_from_box(2 * mass)))
assert abs(translation - box_translation) < 1e-8
gap = levels[1] - levels[0]


def show(label, value, unit="eV", digits=3):
    print(f"{label}: {value:.{digits}f} {unit}")


print("Rough model inputs")
show("Bridge hopping t", t)
show("Terminal hopping tt", tt)
show("Al s energy", e_s)
show("Al p energy", e_p)
show("Al sp3 energy", e_al)
show("C hybrid energy", e_c)
show("Common site energy e", e)
show("Site difference D", D)
show("Direct Al-Al hopping", tp)
show("Neighbour overlap s", s, "(no unit)")
show("Effective repulsion U", U)
print("Equal-energy bridge")
for name, level in zip(("Bonding", "Nonbonding", "Antibonding"), levels):
    show(name + " level", level)
show("Two-electron gain", gain)
show("Two-electron gain", gain * const.e * const.N_A / 1000, "kJ/mol", 1)
show("Four-electron gain", gain_four)
show("Population of each Al", populations[0], "electrons")
show("Population of C", populations[1], "electrons")
show("Bond order per link", bond_order, "(no unit)", 4)
show("Terminal-bond gain", terminal_gain)
show("Extra gain if tt=t", same_hop_extra)
show("Extra gain per bridge", bridge_extra)
print("Effects neglected, one at a time")
show("Gain with D, from C+Al", polar_gain_split)
show("Gain with D, from both on C", polar_gain_carbon)
show("Gain with Al-Al hopping", direct_gains[0])
show("Gain, Al-Al sign reversed", direct_gains[1])
show("Gain with overlap", overlap_gain)
show("Gain with U, full", repulsion_gain)
show("Gain with U, first order", first_order_gain)
show("Al hybrid coupling", hybrid_coupling)
show("Gain per coupled bridge", coupled_gain)
print("Dimer against two monomers")
show("sp2 to sp3 cost per Al", hybrid_cost)
show("Two-bridge extra gain", 2 * bridge_extra)
show("Equal-energy binding", equal_binding)
show("Al sp2 energy", e_sp2)
show("Polar-count binding", binding)
show("Binding, |t| less 0.5 eV", weaker_binding)
print("Conditions of use")
show("Temperature", temperature, "K", 0)
show("Pressure of each species", pressure_torr, "Torr", 1)
show("Monomer mass", mass_u, "u", 2)
show("Thermal energy kT", kT, "eV", 4)
show("Electronic gap / kT", gap / kT, "(no unit)", 1)
show("Translational free energy", translation)
print("tests ok")
```

Printed output:

```
Rough model inputs
Bridge hopping t: -4.000 eV
Terminal hopping tt: -5.000 eV
Al s energy: -10.750 eV
Al p energy: -5.750 eV
Al sp3 energy: -7.000 eV
C hybrid energy: -13.000 eV
Common site energy e: -10.000 eV
Site difference D: 6.000 eV
Direct Al-Al hopping: -1.000 eV
Neighbour overlap s: 0.300 (no unit)
Effective repulsion U: 5.000 eV
Equal-energy bridge
Bonding level: -15.657 eV
Nonbonding level: -10.000 eV
Antibonding level: -4.343 eV
Two-electron gain: 11.314 eV
Two-electron gain: 1091.6 kJ/mol
Four-electron gain: 11.314 eV
Population of each Al: 0.500 electrons
Population of C: 1.000 electrons
Bond order per link: 0.7071 (no unit)
Terminal-bond gain: 10.000 eV
Extra gain if tt=t: 3.314 eV
Extra gain per bridge: 1.314 eV
Effects neglected, one at a time
Gain with D, from C+Al: 12.806 eV
Gain with D, from both on C: 6.806 eV
Gain with Al-Al hopping: 12.358 eV
Gain, Al-Al sign reversed: 10.358 eV
Gain with overlap: 7.944 eV
Gain with U, full: 9.773 eV
Gain with U, first order: 9.439 eV
Al hybrid coupling: -1.250 eV
Gain per coupled bridge: 11.383 eV
Dimer against two monomers
sp2 to sp3 cost per Al: 1.250 eV
Two-bridge extra gain: 2.627 eV
Equal-energy binding: 0.127 eV
Al sp2 energy: -7.417 eV
Polar-count binding: 1.041 eV
Binding, |t| less 0.5 eV: -1.419 eV
Conditions of use
Temperature: 900 K
Pressure of each species: 1.0 Torr
Monomer mass: 72.09 u
Thermal energy kT: 0.0776 eV
Electronic gap / kT: 72.9 (no unit)
Translational free energy: 1.966 eV
tests ok
```
